Read's Screening Cylinder and Occupation Energy for a Charged Dislocation

**1. Result and model**

A dislocation in an n-type semiconductor can trap electrons at acceptor sites along its line. Let the sites have spacing c and let a fraction f of them be filled. In Read's model the negative line is screened by a cylinder emptied of conduction electrons, with radius

R = [f/(πcN)]^(1/2),  (1)

where N is the density of ionized donors. The electrostatic energy per trapped electron is

E_s = (f/εc) [(3/2) ln(f/f_c) + γ − ln 2 − 3/4],  f_c = c(πN)^(1/3),  (2)

and the energy needed to add one more electron is

E* = (f/εc) [3 ln(f/f_c) + 2γ − 2 ln 2].  (3)

Here γ = 0.5772… is Euler's constant, and the numerical constants in (2) and (3) are −0.866 and −0.232. The algebra uses atomic units, e² = 1 and 4πε₀ = 1, and ε is the relative permittivity.

The assumptions are these. The line is straight and infinite. The trapped electrons are point charges with even spacing a = c/f. The donors are smeared into a uniform positive charge. Conduction electrons are absent for r < R and neutralize the donors for r > R. Holes are absent, and the bulk permittivity holds down to the line. The self-energy of each trapped electron belongs to its site level E_d, so E_s contains the remaining electrostatic energy. The zero of energy is the neutral crystal with the line uncharged.

**2. The radius and the band bending**

A length a of the line carries one electron. Neutrality requires one donor charge in the same length of cylinder:

πR²aN = 1.  (4)

With a = c/f this is (1). The electrons missing from the cylinder are equal in number to those trapped on the line.

Gauss's law for a cylinder of radius r < R and length a gives the field averaged along the line. The enclosed charge is −1 + πr²aN = −(1 − r²/R²), so the field points inward with magnitude

F(r) = (2/εa)(1/r − r/R²).  (5)

It vanishes at R. An electron is pushed outward, so its potential energy V rises toward the line. With V(R) = 0,

V(r) = ∫_r^R F dr′ = (2/εa)[ln(R/r) − 1/2 + r²/(2R²)].  (6)

This is the upward bending of the bands. At r well below a it is only an average along the line, because the potential near a filled site differs from that between sites.

**3. The energy per trapped electron**

Each Coulomb sum for an infinite line diverges, but their total does not. Cut the system at z = ±H, with H = (M + 1/2)a and H ≫ R, and consider the central cell of length a. Since each cell is neutral, the influence of the distant ends vanishes as H grows.

*Repulsion between trapped electrons.* The central electron has neighbours at distances ja on both sides. Half of each pair energy belongs to it:

U₁ = (1/2)·2 Σ_{j=1}^{M} 1/(εja) = (1/εa)[ln(H/a) + γ],  (7)

because the harmonic sum tends to ln(M + 1/2) + γ for large M.

*Attraction to the donors.* A thin donor shell at radius r contributes to the potential on the axis through

∫_{−H}^{H} dz/(r² + z²)^(1/2) = 2 arsinh(H/r) → 2 ln(2H/r).

Integrating over the shells and using ∫₀^R r ln(2H/r) dr = (R²/2) ln(2H/R) + R²/4,

U₂ = −(N/ε) ∫₀^R 2πr · 2 ln(2H/r) dr = −(πNR²/ε)[2 ln(2H/R) + 1] = −(1/εa)[2 ln(2H/R) + 1].  (8)

The last form uses (4). There is no factor 1/2, since this is the whole interaction between two different charge distributions.

*Repulsion among the donors.* The donor cylinder has potential (2/εa) ln(2H/R) at its surface. Inside, its own outward field is 2r/(εaR²), so

φ(r) = (1/εa)[2 ln(2H/R) + 1 − r²/R²].  (9)

The mean of r²/R² over the disc is 1/2. One unit of donor charge per cell, with the factor 1/2 for a self-energy, gives

U₃ = (1/2)(1/εa)[2 ln(2H/R) + 1/2] = (1/εa)[ln(2H/R) + 1/4].  (10)

*Sum.* The logarithms combine as

ln(H/a) − 2 ln(2H/R) + ln(2H/R) = ln(H/a) − ln(2H/R) = ln(R/a) − ln 2.

The cut-off H has gone, and the constants add to γ − 1 + 1/4:

E_s = U₁ + U₂ + U₃ = (1/εa)[ln(R/a) + γ − ln 2 − 3/4].  (11)

From (1), R²/a² = f³/(πNc³) = (f/f_c)³. Hence ln(R/a) = (3/2) ln(f/f_c), and (11) becomes (2). A direct sum of the charges, with quadrature over the donor cylinder at R/a = 36, gave −0.8660 for the constant, against −0.8659 from (11).

The constant has a simple reading. Replace the point charges by a uniformly charged thin shell of radius s ≪ R. Its field energy per length a is

a ∫_s^R (εF²/8π) 2πr dr = (1/εa) ∫_s^R (1/r)(1 − r²/R²)² dr ≈ (1/εa)[ln(R/s) − 3/4].  (12)

This equals (11) if s = 2e^(−γ)a ≈ 1.12a. The electron spacing therefore supplies the inner cut-off of the logarithm, a task that the atomic core radius would have for a continuous line of charge.

**4. The energy of one more electron**

Adding an electron changes the energy of those already present. The energy per site is fE_s, and its derivative at fixed N and c is

E* = d(fE_s)/df
 = (1/εc) d/df { f²[(3/2) ln(f/f_c) + γ − ln 2 − 3/4] }
 = (f/εc) { 3 ln(f/f_c) + 2γ − 2 ln 2 − 3/2 + 3/2 }.  (13)

The final +3/2 comes from differentiating the logarithm, and (3) follows. In terms of lengths,

E* = (1/εa)[2 ln(R/a) + 2γ − 2 ln 2].  (14)

This differs from the potential energy of an electron at a filled site. That quantity contains the full interaction with the other trapped electrons, 2U₁, and with the donors, U₂:

V_site = 2U₁ + U₂ = (1/εa)[2 ln(R/a) + 2γ − 2 ln 2 − 1].  (15)

Thus E* − V_site = 1/(εa). To trace this term, write λ = 1/a. The repulsion energy per unit length is (λ²/ε)[ln(Hλ) + γ], with derivative (λ/ε)[2 ln(Hλ) + 2γ + 1]. The first two terms are 2U₁. The +1 arises because all the electrons move closer together when one is added. The donor terms add up to −(λ²/ε)[ln(2H/R) + 3/4] per unit length. Since R² = λ/(πN), their derivative is −(λ/ε)[2 ln(2H/R) + 1], which is U₂. The difference is therefore entirely the work of re-spacing the trapped electrons.

**5. Occupation at equilibrium**

Let E_F be the Fermi level of the neutral bulk. Without configurational entropy, the energy per site to be minimized is

g(f) = f(E_d − E_F) + fE_s(f).  (16)

Setting dg/df = 0 gives

E*(f) = E_F − E_d.  (17)

The stationary point is a minimum if E* increases with f. Its derivative is proportional to 3 ln(f/f_c) + 3 − 0.232, which is positive for f > 0.40f_c. The useful range is f ≫ f_c. There a ≪ N^(−1/3), R exceeds both a and the donor spacing, and smearing the donors is reasonable. The negative values of E_s and E* near or below f_c lie outside this range and should not be read as binding.

Equations (4), (14) and (17) fix a and R without reference to c. Exactly even spacing requires a/c to be a whole number. If this is ignored, which is reasonable for c ≪ a, the spacing of available sites matters only if it exceeds the value of a so found. Every site is then filled, f = 1, and R = (πcN)^(−1/2). Near this threshold c is not small against a, and the discrete sites matter. An electron removed from a full row leaves the others no room to re-space, so the full row is already stable when V_site of (15), taken at a = c, falls below E_F − E_d. This happens at a somewhat smaller c.

**6. Random filling and entropy**

At finite temperature the electrons need not be evenly spaced. In the opposite limit, each site is filled independently with probability f. The mean repulsion per electron is then

f Σ_j 1/(εjc) = (1/εa)[ln(H/c) + γ],  (18)

which exceeds (7) by (1/εa) ln(a/c) = (f/εc) ln(1/f). Equation (11) holds with ln(R/a) replaced by ln(R/c) = (1/2) ln(f/f_c³). Differentiating f times this energy gives

E*_rand = (f/εc)[ln(f/f_c³) + 2γ − 2 ln 2 − 1].  (19)

The ideal entropy of filled and empty sites adds kT ln(f/(1 − f)) to the left side of (17). Combining it with E* overstates the freedom of an evenly spaced row. Combining it with E*_rand ignores correlation between the electrons. These are two estimates of f, not rigorous bounds on it.

**7. Arsenic-doped silicon**

Take rough typical values for silicon: ε = 11.7, c = 0.384 nm, N = 10¹⁶ cm⁻³ = 10⁻⁵ nm⁻³ and T = 300 K. The acceptor level is assumed to lie 0.50 eV below the conduction band. With an effective density of states N_c = 2.82 × 10¹⁹ cm⁻³ in the conduction band, the Fermi level lies

kT ln(N_c/N) = 0.02585 eV × ln(2820) = 0.205 eV

below the band, so E_F − E_d = 0.295 eV. In ordinary units 1/ε becomes q = e²/(4πε₀ε) = 0.1231 eV nm, and q/c = 0.3205 eV. Also f_c = 0.384 × (π × 10⁻⁵)^(1/3) = 0.0121. Equation (17) reads

f[3 ln(f/0.0121) − 0.232] = 0.2947/0.3205 = 0.92,

with solution f = 0.132. Direct minimization of (16), with the energy taken from charge sums, gave the same value. Then

a = 0.384/0.1324 = 2.90 nm = 29.0 Å,
R = (π × 2.90 × 10⁻⁵)^(−1/2) = 105 nm = 1050 Å.

With q/a = 0.04244 eV and ln(R/a) = 3.587,

E_s = 0.04244 × (3.587 − 0.866) = 0.115 eV,
E* = 0.04244 × (7.174 − 0.232) = 0.295 eV.

The added electron costs about 2.6 times the average energy. Electrostatic repulsion thus stops the filling at 13% of the sites, although the empty level lies more than 11 kT below the Fermi level.

With temperature and level depth held fixed, N = 10¹⁵ cm⁻³ gives f = 0.091 and R = 274 nm, while N = 10¹⁷ cm⁻³ gives f = 0.192 and R = 40 nm. Over this range the radius falls roughly as N^(−0.42), less steeply than N^(−1/2), because f rises. Two causes raise f: the Fermi level moves up, and a tighter donor cylinder lowers the total electrostatic energy at given f.

**8. What the model neglects**

*Sharp edge.* The Debye length is 41 nm, so R is only 2.6 Debye lengths. A Poisson–Boltzmann solution at fixed f adds 0.018 eV to the energy at the line. Including this shift lowers f to 0.127, and (1) then gives R = 103 nm, a change of 2%. The spatial extent changes much more. Define an equivalent radius (2⟨r²⟩)^(1/2), averaged over the screening charge; for a uniform cylinder it equals R. At 300 K and the original f it is 156 nm, about 49% above R. With carriers artificially cooled to 3 K and donors kept ionized it is 105.4 nm, close to the sharp-edge value. R therefore serves better as an energy parameter than as a boundary of the charge at room temperature.

*Spacing and entropy.* The even-spacing energy with ideal entropy gives f = 0.147, and the random-filling energy with the same entropy gives 0.111. The corresponding radii are 110 and 96 nm. Since q/a is 1.6 kT, neither perfect order nor complete randomness is expected.

*Discrete donors.* The donor spacing N^(−1/3) is 46 nm, so R is only 2.3 spacings. For independently placed donors, fixed trapped charge and no response of the conduction electrons, the variance of the potential energy on the axis is

q²N ∫ d³r/(r² + z²) = q²N ∫₀^R 2πr(π/r) dr = 2π²q²NR.  (20)

Its square root is 0.018 eV. Conduction electrons outside R screen part of this, so the actual fluctuation is smaller. It is a local fluctuation about the mean, not a shift of the mean.

*Carriers and donors.* About 0.6% of the arsenic donors are neutral in the bulk, for an ionization energy of 0.054 eV. The ratio N/N_c = 3.6 × 10⁻⁴ justifies Boltzmann statistics there. The line-averaged bending at r = c is 0.45 eV, which gives a hole density of 3 × 10⁻⁵ N. Beside a filled site the potential energy is nearer V_site + q/c + 0.018 eV = 0.59 eV. The estimate then rises by exp(0.14/0.02585), roughly 200, to about 0.6% of N. These figures use a valence-band density of states of 1.83 × 10¹⁹ cm⁻³; with 3.1 × 10¹⁹ cm⁻³ the last one is 1.1%. They are not bounds. The classical density climbs steeply at smaller r, where a continuum Boltzmann estimate has no meaning, and holes bound to the line are not treated. The averaged field 2q/(ar) is 2.2 MV/cm at r = c, several times the breakdown field of bulk silicon. It acts over a few nanometres only, but the use of the bulk permittivity there is an assumption.

**9. Relation to real dislocations**

The doping and permittivity are ordinary for silicon, and c is the atomic repeat distance along a ⟨110⟩ line. The least secure inputs are the single acceptor level and the assumption that every repeat distance offers an active site. Real cores can reconstruct, dissociate into partial dislocations and collect impurities, which changes both. Moving the level to 0.4 or 0.6 eV below the band, with all else fixed, changes R to 91 or 116 nm. With a treated as continuous, sparser sites leave R unchanged in the entropy-free model until their spacing reaches 2.9 nm. Once c is comparable with a, uneven gaps alter the energy and R varies by roughly 5% either way. With discrete sites the condition V_site = E_F − E_d at a = c puts saturation at about 2.6 nm, where R is 110 nm. Beyond that R falls as c^(−1/2): it is 105 nm at 2.9 nm, and sites 11.6 nm apart would halve this to 52 nm. Strain shifts of the band edges are also omitted.

The isolated-line picture further requires a dislocation density well below 1/(πR²), about 3 × 10⁹ cm⁻² here. At that density the cylinders would need all the donors in the crystal, and the bulk Fermi level could no longer be held fixed. The numerical output lists the values used in this example.

Computed results

```
INPUTS (rough typical values, As-doped Si)
relative permittivity           11.7
site spacing c                  0.384 nm
donor density N                 1.0e+16 cm^-3
temperature                     300 K
acceptor level below band       0.50 eV
band gap                        1.12 eV
As ionization energy            0.054 eV
DOS masses, electron and hole   1.08, 0.81 m_e
MAIN RESULTS
thermal energy kT               0.02585 eV
conduction-band density Nc      2.82e+19 cm^-3
Fermi level below band          0.2053 eV
Fermi level above acceptor      0.2947 eV
q = e^2/(4 pi eps0 eps)         0.1231 eV nm
energy scale q/c                0.3205 eV
f_c                             0.01212
occupied fraction f             0.1324
f by direct minimization        0.1324
electron spacing a              2.900 nm = 29.00 angstrom
screening radius R              104.8 nm = 1048 angstrom
R by integrating the field      104.8 nm
ln(R/a)                         3.5871
constant in E_s, formula        -0.8659
constant in E_s, direct sums    -0.8660
constant in E*                  -0.2319
equivalent shell radius / a     1.1229
E_s per trapped electron        0.1155 eV
E* for one more electron        0.2947 eV
E* by finite difference         0.2947 eV
energy at an occupied site      0.2522 eV
re-spacing term q/a             0.0424 eV
OTHER CONDITIONS
N = 1e+15 cm^-3: f = 0.0905, R = 273.9 nm
N = 1e+17 cm^-3: f = 0.1920, R = 39.9 nm
T = 400 K: f = 0.1054, R = 93.5 nm
level 0.4 eV deep: f = 0.0997, R = 90.9 nm
level 0.6 eV deep: f = 0.1628, R = 116.2 nm
NEGLECTED EFFECTS
Debye length                    40.9 nm
donor spacing N^(-1/3)          46.4 nm
thermal edge: added core energy 0.0181 eV
thermal edge: equivalent radius 156.0 nm
cold-carrier equivalent radius  105.4 nm
f with thermal edge             0.1268
f, even energy plus entropy     0.1465
f, random energy plus entropy   0.1109
R for these three f             102.5, 110.2, 95.9 nm
random-filling energy at f      0.0858 eV
donor disorder rms, formula     0.0177 eV
donor disorder rms, sampled     0.0174 eV
neutral As fraction in bulk     0.0057
degeneracy measure N/Nc         3.55e-04
band bending at r = c           0.4518 eV
hole density at r = c over N    3.1e-05
```
